Why an imaginary energy inside the device breaks current conservation

A coherent transport calculation for a resonant tunnelling diode returns 45.8 kA/cm² entering from the emitter and 30.5 kA/cm² leaving at the collector. The contacts are correct and the solution is stationary. The single unusual ingredient is an imaginary energy of 0.1 meV, added to every device site to smooth the resonance. That energy is far below kT, yet a third of the entering current has disappeared.

The imaginary energy removes electrons just as an extra contact would, while the calculation supplies none through that contact. The missing current is fixed by the charge stored where the imaginary energy acts.

**Where the electrons go**

Consider non-interacting electrons in a steady state, an orthonormal basis and a Hermitian device Hamiltonian H. Currents are particle currents multiplied by e > 0, positive into the device. General formulas are per spin. Contact c = L, R has retarded self-energy Σ_c and broadening

Γ_c = i(Σ_c − Σ_c†).

Let Σ = Σ_L + Σ_R and Γ = Γ_L + Γ_R. With η > 0 on the device sites,

G = [(E + iη) − H − Σ]⁻¹.

To see what fills the device, eliminate the contacts. If τ_c couples contact c to the device, the contact amplitude is φ_c + g_cτ_c†ψ: an incoming part plus the response to the device amplitude ψ. Here g_c is the Green's function of the isolated contact. Acting with τ_c gives a source s_c = τ_cφ_c and a self-energy Σ_c = τ_cg_cτ_c†. Hence

Eψ = (H − iη + Σ)ψ + s, with s = s_L + s_R, so ψ = Gs.

An isolated contact at equilibrium has ⟨φ_cφ_c†⟩ = f_c i(g_c − g_c†), in the normalization where densities are integrated with dE/2π. Therefore ⟨s_cs_c†⟩ = f_cΓ_c. Different contacts are uncorrelated, which gives

Gⁿ = ⟨ψψ†⟩ = G(f_LΓ_L + f_RΓ_R)G†.

There is no source belonging to η. This is the omission that matters.

Now require d(ψ†ψ)/dt = 0, using iħ dψ/dt = (H − iη + Σ)ψ + s. The Hermitian H cancels, and Σ − Σ† = −iΓ, leaving

0 = −(2η/ħ)ψ†ψ − ψ†Γψ/ħ + (ψ†s − s†ψ)/(iħ).

Define A = i(G − G†). Since ψ = Gs, the average of ψ†s − s†ψ is Tr[⟨ss†⟩(G† − G)] = i Tr[⟨ss†⟩A]. The source term is therefore Σ_c f_c Tr[Γ_cA]/ħ, where this Σ_c is a sum over contacts. Collecting injection and escape for one contact, and using h = 2πħ, gives

I_c = (e/h) ∫ Tr[Γ_c(f_cA − Gⁿ)] dE.

The remaining term in the balance is the loss caused by η. It must equal the net inflow through the two contacts:

I_L + I_R = (e/h) ∫ 2η Tr Gⁿ dE = e(2η/ħ)N,

N = ∫ Tr Gⁿ dE/2π.

N is the electron number in the region carrying η. No small-η expansion has been made. The amplitude decays as exp(−ηt/ħ) and the density twice as fast, which is the origin of the factor 2.

**The same result from the Green's function**

The inverses of G and G† differ by

(G†)⁻¹ − G⁻¹ = −2iη + Σ − Σ† = −i(Γ + 2η).

Multiplying by G on the left and G† on the right gives G − G† = −iG(Γ + 2η)G†. Reversing the two multipliers gives the companion form. Thus

A = G(Γ + 2η)G† = G†(Γ + 2η)G.

The quantity 2η stands beside the contact broadenings. Write S = f_LΓ_L + f_RΓ_R and add the terminal currents. Using the second form of A and the cyclic property of the trace,

Tr[SA] = Tr[SG†(Γ + 2η)G] = Tr[(Γ + 2η)GSG†] = Tr[(Γ + 2η)Gⁿ].

The outflow into the real contacts subtracts Tr[ΓGⁿ], and 2η Tr Gⁿ remains.

The first form of A, inserted in I_L, shows how each terminal is affected. The terms containing f_LΓ_LGΓ_LG† cancel, so

I_L = (e/h) ∫ {T_LR(f_L − f_R) + 2ηf_L Tr[Γ_LGG†]} dE,

T_LR = Tr[Γ_LGΓ_RG†].

Exchanging L and R gives I_R. Even for f_L = f_R > 0, both currents point inward and feed the loss.

Evaluating the transmission term alone can hide the problem. With time-reversal symmetry in a real orbital basis, G and Γ_c are symmetric matrices and T_LR = T_RL, so the two transmission terms balance although electrons are being lost. Without that symmetry even this balance can fail: a random complex six-state device with η > 0 gave T_LR = 0.473 and T_RL = 0.624.

**The absorbing lead made explicit**

The extra contact can be built. Attach to each device site a semi-infinite chain with internal hopping −t_s, coupling −t_c and on-site energy E, so that the electron meets the centre of the side band. An outgoing wave obeys s_(n+1) = e^(iq)s_n with −2t_s cos q = 0. Positive outward velocity selects q = π/2, hence s₂ = is₁. The first side site then gives

0 = −t_cψ − it_ss₁, so s₁ = i(t_c/t_s)ψ.

Its action back on the device site is

−t_cs₁ = −i(t_c²/t_s)ψ = −iηψ, with η = t_c²/t_s.

The side-chain flux is 2t_s|s₁|²/ħ = 2η|ψ|²/ħ, precisely the loss found above. If no wave enters from the far end, the chain is an empty reservoir. One such chain reproduces η at one energy; an energy-independent η corresponds to a contact whose broadening is constant over the energies used.

A scattering calculation with explicit side chains on five sites tested this equivalence. For η = 0.123 in units of the main-chain hopping, the reflected, transmitted and side-chain probabilities were 0.171, 0.400 and 0.429. They sum to one, and the η formula also gives 0.429 for the absorbed part.

The loss is local. In a nearest-neighbour chain, define the bond current

J_(i→i+1) = (e/h) ∫ 2 Im[H_(i+1,i)Gⁿ_(i,i+1)] dE.

The balance for an interior site is then

J_(i−1→i) − J_(i→i+1) = e(2η/ħ)n_i.

The current falls fastest where the most charge is stored.

**Small compared with what?**

Take one level at energy ε, with f_L = 1 and f_R = 0 over a window much wider than the resonance. Let W = Γ_L + Γ_R + 2η. Then

|G|² = 1/[(E − ε)² + W²/4], and ∫|G|² dE = 2π/W.

Hence N = Γ_L/W. The right contact receives eΓ_RN/ħ and the artificial contact receives 2eηN/ħ. Their sum is I_L, so the lost fraction is

(I_L + I_R)/I_L = 2η/(Γ_R + 2η).

For Γ_R = 2 and η = 0.3 in the same unit, this is 0.6/2.6 = 0.231, in agreement with direct quadrature of the currents.

The fraction vanishes as η → 0 at fixed Γ_R. It tends to one if Γ_R → 0 first, however small η is. A value negligible beside the band width or kT can therefore dominate a narrow resonance. For a single level, the relevant comparison is between 2η and the escape width.

**How large it is in a tunnelling diode**

The example has 4 nm barriers of height 0.3 eV around a 5 nm well, with flat 2 nm spacers on both sides. The mass is 0.067 electron masses, the temperature 300 K and the bias 0.1 V. The emitter Fermi level lies 50 meV above its band edge. The bias drops linearly across the barriers and well.

With equal mass in all layers, transverse motion separates. Summing over it and over spin replaces f_c by the sheet supply

F_c(E) = (mkT/πħ²) ln{1 + exp[(μ_c − E)/kT]},

where E is now the longitudinal energy. N becomes a sheet density n, and the mismatch law is otherwise unchanged.

At η = 0 the current is 40.2 kA/cm² at both terminals. With bias and geometry fixed, adding η to all device sites gives:

η = 0.001 meV: 40.3 in, 40.1 out, mismatch 0.16 kA/cm²
η = 0.01 meV: 40.8 in, 39.2 out, mismatch 1.61 kA/cm²
η = 0.1 meV: 45.8 in, 30.5 out, mismatch 15.3 kA/cm²
η = 1 meV: 89.0 in, −30.0 out, mismatch 119 kA/cm²

In the last row the collector also feeds electrons into the device. Its own loss-driven inflow has overtaken the current transmitted from the emitter.

For η = 0.1 meV, 2η/ħ = 3.04 × 10¹¹ s⁻¹, a density lifetime of 3.29 ps. The device holds 3.15 × 10¹¹ electrons per cm², so

(1.602 × 10⁻¹⁹ C)(3.04 × 10¹¹ s⁻¹)(3.15 × 10¹¹ cm⁻²) = 15.3 kA/cm².

This is the difference between the terminal currents.

The resonance is 1.59 meV wide, but 37% of the loss occurs in the well. The rest occurs in the spacers and barriers, where electrons are lost even if they would have been reflected. Extending each spacer to 10 nm leaves the η = 0 current at 40.2 kA/cm² but raises the mismatch at η = 0.1 meV to 101 kA/cm². The single-level estimate is therefore insufficient when η also covers well-filled contact regions.

At zero bias, the same η draws a false 7.5 kA/cm² inward from each contact. Halving the grid spacing from 0.25 nm changes the biased mismatch by −0.4% and the entering current by −0.5%. The last digits of the currents above therefore belong to this grid: in the limit of vanishing spacing, the η = 0 current is 39.9 kA/cm², and η = 0.1 meV gives 45.5 in and 30.2 out.

**What to do about it**

The direct cure is η = 0 on the device sites. The contacts already broaden every state from which an electron can escape into them. A bound state, with no escape into either contact, is an exception: G is singular at its energy, and the contacts do not determine its occupation. Its occupation must then be set by physical scattering or by the initial state.

An imaginary energy used solely to compute the contact self-energies does not cause this mismatch, provided Γ_c is formed from the same Σ_c. The identity for A then contains no separate 2η. With 0.1 meV placed there, the diode carried 40.2 kA/cm² with no mismatch beyond rounding. It can still alter the current slightly, because it alters the contacts.

If η must remain in the device, reduce it until the terminal difference is acceptable. The mismatch here is nearly linear below 0.01 meV, so 0.1% of the current, or 0.04 kA/cm², requires η of about 0.00025 meV. Longer or more heavily filled regions need a smaller value.

The other cure is to restore injection. Adding 2ηf_η to S makes the extra contact an ordinary reservoir. At equilibrium, a common filling f_η = f_L = f_R gives Gⁿ = fA, and every terminal current vanishes. Under bias, each site's filling f_i can be chosen at each energy so that its probe carries no net current:

f_iA_ii = Gⁿ_ii.

Since Gⁿ includes reinjection from all probes, these are coupled linear equations. In the diode, with F_i in place of f_i, they restore 40.2 kA/cm² at both terminals for η = 0.1 meV. Conservation does not make the probes harmless in general: they describe elastic scattering that destroys phase and can also reverse an electron's direction, which should be a deliberate physical assumption.

**Against a real diode**

The parameters are rough values for a GaAs/AlGaAs diode, and tens of kA/cm² is a plausible scale for a high-current device. The field of 0.077 MV/cm is below the rough GaAs breakdown scale of 0.4 MV/cm. Full coherence is a doubtful assumption here: a bulk estimate of optical-phonon absorption alone gives 1.7 meV of broadening, comparable to the resonance width, and emission by electrons with more than one phonon energy of in-plane motion roughly doubles the average broadening. Real phonon scattering returns electrons to other states, so a bare η does not represent it; its effect on the current was not calculated. A barrier mass of 0.092, with transverse motion still treated as separable, lowers the η = 0 current from 40 to 18 kA/cm² and narrows the resonance to about 0.6 meV. At fixed wave number, nonparabolicity would lower the level by about 5 meV, but the net shift depends on how the wave is matched at the finite barriers. Matching with the same energy-dependent mass offsets most of it, leaving 1 to 1.5 meV, upward if the barriers are also nonparabolic and downward if they are not; other matching rules move the level by several meV. The stored charge raises the level by roughly 4 to 7 meV, depending on where the potential is pinned and on whether the charge in the barriers is counted. These effects change the predicted current, but none justifies unequal steady terminal currents. The numerical output gives the remaining inputs and convergence figures.

Computed values

```
random device: T_LR = 0.47283, T_RL = 0.62439 (eta > 0)
side chains: eta = 0.1231 (units of chain hopping)
  reflected 0.1710, transmitted 0.4003, into side chains 0.4287, eta formula 0.4287
single level: Gamma_L 1.0, Gamma_R 2.0, eta 0.3 (same unit): lost fraction 0.2308
diode inputs: mass 0.067 m_e, barriers 4.0 nm of 0.3 eV, well 5.0 nm, spacers 2.0 nm
  mu_L 50 meV above emitter edge, bias 0.1 V, 300 K, grid 0.25 nm
resonance 38.37 meV, width (FWHM) 1.589 meV, peak transmission 0.628
eta = 0: J_L = 40.242 kA/cm2, J_L + J_R = -2.1e-13 kA/cm2
eta = 0.1 meV in contacts only: J_L = 40.202 kA/cm2, J_L + J_R = 2.1e-13 kA/cm2
eta in device (meV) | J_L in | J_R out | mismatch (kA/cm2) | % of J_L
    0.001 | 40.299 | 40.137 | 0.1619 | 0.402
    0.010 | 40.814 | 39.203 | 1.6108 | 3.947
    0.100 | 45.809 | 30.461 | 15.3482 | 33.505
    1.000 | 88.975 | -30.049 | 119.0244 | 133.772
for eta = 0.1 meV: loss rate 2 eta/hbar = 3.0385e+11 1/s, lifetime 3.291 ps
  sheet density 3.1527e+11 cm^-2, in well 1.1723e+11 cm^-2
  e(2 eta/hbar)n = 15.3482 kA/cm2, share lost in well 37.2 %
  with local refilling: J_L = 40.165, J_R out = 40.165 kA/cm2
  zero bias: false inward currents J_L = 7.526, J_R = 7.526 kA/cm2
  10 nm spacers: eta=0 current 40.242, mismatch 101.139 kA/cm2
grid 0.25 -> 0.125 nm: J_L shifts -0.528 %, mismatch -0.393 %
energy nodes doubled: mismatch shifts -0.00000 %
rough inputs: Frohlich coupling 0.07, phonon 36 meV, gap 1.42 eV, permittivity 12.9
phonon absorption broadening about 1.67 meV (bulk, slow electron)
barrier mass 0.092: resonance 30.94 meV, width 0.639 meV, eta=0 current 18.391 kA/cm2
nonparabolicity lowers the level by about 4.8 meV
well charge raises the level by about 5.3 meV
field across barriers and well 0.0769 MV/cm
```
